\section*{Current conservation in the self-consistent Born approximation for electron-phonon scattering}

\section{Result and conditions}

Electrons cross a device from source to drain and scatter from phonons. In the self-consistent Born approximation the steady current, integrated over energy, is the same through both contacts and through every bond,
\begin{equation}
I_S=I_{1\to2}=\dots=I_{n-1\to n}=I_D ,
\label{result}
\end{equation}
if two conditions hold together. The damping in the propagator must match the scattering that fills and empties the states,
\begin{equation}
\Sigma^R-\Sigma^A=\Sigma^>-\Sigma^< ,
\label{match}
\end{equation}
and $\Sigma^{\gtrless}$ must be built from the same $G^{\gtrless}$ that it produces. For scattering local to each site these two conditions suffice. If the self-energy connects different sites, the proof also uses the full Hermitian part of $\Sigma^R$. Condition (\ref{match}) alone is not enough: a self-energy built from the ballistic Green functions and used consistently in both equations does not in general conserve current.

The device is a chain of $n$ orthogonal sites,
\begin{equation}
H=\sum_j\varepsilon_jc_j^\dagger c_j-t\sum_j\left(c_{j+1}^\dagger c_j+c_j^\dagger c_{j+1}\right),
\end{equation}
in a fixed real potential. Ballistic contacts couple to its end sites. The phonons couple to the density through $\sum_j\phi_jc_j^\dagger c_j$, and their correlations are prescribed. The Hartree diagram only adds a real site potential and is taken to be part of $\varepsilon_j$.

\section{Continuity equation}

Write
\begin{align}
G^<&=in, & G^>&=-ip, & G^R-G^A&=-iA,\\
\Sigma^<&=iS_{\rm in}, & \Sigma^>&=-iS_{\rm out}, & \Sigma^R-\Sigma^A&=-i\Gamma .
\end{align}
Here $n$ describes filled states, $p$ empty states and $A$ all states. The normalization is $\langle c_k^\dagger c_j\rangle=\int dE\,n_{jk}/2\pi$. In this notation (\ref{match}) reads $\Gamma=S_{\rm in}+S_{\rm out}$.

The density coupling commutes with $N_{j+1}=c_{j+1}^\dagger c_{j+1}$, so only hopping carries current. From $\dot N=(i/\hbar)[H,N]$ and
\begin{equation}
[c_{j+1}^\dagger c_j,N_{j+1}]=-c_{j+1}^\dagger c_j,\qquad
[c_j^\dagger c_{j+1},N_{j+1}]=c_j^\dagger c_{j+1},
\end{equation}
the particle flow from $j$ to $j+1$ is
\begin{align}
J&=-\frac{it}{\hbar}\left(\langle c_j^\dagger c_{j+1}\rangle-\langle c_{j+1}^\dagger c_j\rangle\right)
=\frac{2t}{\hbar}\,{\rm Im}\langle c_j^\dagger c_{j+1}\rangle .
\end{align}
With two spins, and with current counted positive when electrons move towards the drain,
\begin{equation}
I_{j\to j+1}=\frac{2e}{h}\int dE\,i_{j+1/2},\qquad i_{j+1/2}=2t\,{\rm Im}\,n_{j+1,j}.
\label{bond}
\end{equation}

The propagation and occupation equations are
\begin{equation}
(E-H-\Sigma^R)G^R=1,\qquad G^{\gtrless}=G^R\Sigma^{\gtrless}G^A .
\label{dk}
\end{equation}
They give
\begin{align}
G^R-G^A&=G^R\left[(G^A)^{-1}-(G^R)^{-1}\right]G^A
=G^R(\Sigma^R-\Sigma^A)G^A,\\
G^>-G^<&=G^R(\Sigma^>-\Sigma^<)G^A .
\end{align}
Condition (\ref{match}) therefore ensures $A=n+p$: every state is either filled or empty. This assumes that no undamped bound state lies outside the lead bands, since (\ref{dk}) would not determine its filling.

Multiplying the lesser equation in (\ref{dk}) by $(G^R)^{-1}$ from the left, or by $(G^A)^{-1}$ from the right, gives
\begin{align}
(E-H)G^<&=\Sigma^RG^<+\Sigma^<G^A,\\
G^<(E-H)&=G^R\Sigma^<+G^<\Sigma^A .
\end{align}
Their difference is
\begin{equation}
-[H,G^<]=K\equiv\Sigma^RG^<+\Sigma^<G^A-G^R\Sigma^<-G^<\Sigma^A .
\label{K}
\end{equation}
On the diagonal the site energies cancel. The hopping terms give
\begin{equation}
-[H,G^<]_{jj}=it\sum_{k=j\pm1}(n_{kj}-n_{jk})=-2t\sum_{k=j\pm1}{\rm Im}\,n_{kj}.
\end{equation}
Since $n$ is Hermitian, ${\rm Im}\,n_{j-1,j}=-{\rm Im}\,n_{j,j-1}$. Hence
\begin{equation}
i_{j+1/2}-i_{j-1/2}=-K_{jj}.
\label{div}
\end{equation}

\section{Local scattering}

For a site-diagonal self-energy,
\begin{align}
K_{jj}&=(\Sigma^R-\Sigma^A)_jG^<_{jj}-\Sigma^<_j(G^R-G^A)_{jj}
=\Gamma_jn_{jj}-S_{{\rm in},j}A_{jj}.
\label{Klocal}
\end{align}
The Hermitian part of $\Sigma^R$ has cancelled. Dropping it can alter the size of a local-scattering current but not its uniformity. Inserting $\Gamma=S_{\rm in}+S_{\rm out}$ and $A=n+p$ into (\ref{div}) gives
\begin{equation}
i_{j+1/2}-i_{j-1/2}=S_{{\rm in},j}p_{jj}-S_{{\rm out},j}n_{jj},
\label{gainloss}
\end{equation}
which is scattering into empty states minus scattering out of filled ones. The source contact contributes in the same way, with $S_{\rm in}=\Gamma_Sf_S$, so that $i_S=\Gamma_S(f_SA_{11}-n_{11})$.

For one optical phonon energy $\hbar\omega$ with occupation $N$, and quasi-elastic acoustic scattering, define two linear maps at each site,
\begin{align}
{\cal I}[f](E)&=M_o^2\left[(N+1)f(E+\hbar\omega)+Nf(E-\hbar\omega)\right]+M_a^2f(E),\\
{\cal O}[f](E)&=M_o^2\left[(N+1)f(E-\hbar\omega)+Nf(E+\hbar\omega)\right]+M_a^2f(E).
\end{align}
The Born self-energies are $S_{\rm in}={\cal I}[n]$ and $S_{\rm out}={\cal O}[p]$. An electron arrives from above by emission, with weight $N+1$, and from below by absorption, with weight $N$. Moving the energy shift from $f$ to $g$ under the integral gives
\begin{equation}
\int dE\,g\,{\cal I}[f]=\int dE\,f\,{\cal O}[g].
\label{adj}
\end{equation}
With $f=n$ and $g=p$,
\begin{equation}
\int dE\left(p\,{\cal I}[n]-n\,{\cal O}[p]\right)=0 .
\label{zero}
\end{equation}
The integral of (\ref{gainloss}) over energy vanishes at every site, which proves (\ref{result}). The acoustic term $M_a^2(np-pn)$ vanishes at each energy separately, while optical scattering moves current between energies.

The identity survives on a finite uniform energy grid if $\hbar\omega$ is a whole number of steps and functions are set to zero outside the window. Each transition then appears once as gain and once as loss, or not at all. A uniform current therefore does not show that the energy grid is fine enough.

\subsection*{Energy balance}

Multiply the scattering terms by $E$ before integrating. After shifting the terms that contain $E-\hbar\omega$, the two members of each pair carry the weights $E$ and $E+\hbar\omega$, so that
\begin{multline}
\int dE\,E\left(n\,{\cal O}[p]-p\,{\cal I}[n]\right)\\
=\hbar\omega M_o^2\int dE\left[(N+1)n(E+\hbar\omega)p(E)-Nn(E)p(E+\hbar\omega)\right].
\label{heat}
\end{multline}
The drop in energy current is $\hbar\omega$ times the net emission rate. Particle current is conserved while energy passes to the phonons.

\section{Nonlocal scattering}

If phonon displacements at different sites are correlated, $\Sigma_{jk}$ has off-diagonal elements and the cancellation in (\ref{Klocal}) is no longer available. Define $D^>_{jk}(t,t')=\langle\phi_j(t)\phi_k(t')\rangle$ and $D^<_{jk}(t,t')=\langle\phi_k(t')\phi_j(t)\rangle$, so that
\begin{equation}
\Sigma^{\gtrless}_{jk}(t,t')=D^{\gtrless}_{jk}(t,t')G^{\gtrless}_{jk}(t,t'),\qquad D^<_{kj}(t',t)=D^>_{jk}(t,t').
\label{D}
\end{equation}
The energy integral of $K_{jj}$ is proportional to an integral over $t'$ of products with arguments $(t,t')$ and $(t',t)$. Causality gives $X^R(t,t')=\theta(t-t')(X^>-X^<)$ and $X^A(t',t)=-\theta(t-t')(X^>-X^<)(t',t)$ for both $G$ and $\Sigma$. For $t'<t$, with first factors at $(t,t')$ and second factors at $(t',t)$, the phonon part of the integrand is
\begin{align}
&(\Sigma^>-\Sigma^<)_{jk}G^<_{kj}-\Sigma^<_{jk}(G^>-G^<)_{kj}\nonumber\\
&\quad-(G^>-G^<)_{jk}\Sigma^<_{kj}+G^<_{jk}(\Sigma^>-\Sigma^<)_{kj}\nonumber\\
&=\Sigma^>_{jk}G^<_{kj}-\Sigma^<_{jk}G^>_{kj}-G^>_{jk}\Sigma^<_{kj}+G^<_{jk}\Sigma^>_{kj}.
\end{align}
By (\ref{D}), the first and third terms are $\pm D^>_{jk}G^>_{jk}G^<_{kj}$, and the second and fourth are $\mp D^<_{jk}G^<_{jk}G^>_{kj}$. Both pairs cancel, for each $k$ and $t'$.

This argument needs the full causal $\Sigma^R$, including its Hermitian part $\Lambda$. If $\Lambda$ is dropped, the trace of (\ref{K}) still reduces to ${\rm Tr}(S_{\rm out}n-S_{\rm in}p)$ by cyclic permutation. Its energy integral vanishes by the same shift when the coupling matrix is symmetric. The contact currents agree, but the bond currents need not.

A four-site model shows the difference. It has $t=1$ eV, site energies $0$, $0.4$, $-0.3$ and $0.1$ eV, and coupling $0.1\,e^{-|j-k|}$ eV$^2$. The phonon has $\hbar\omega=0.5$ eV and $N=0.3$; the contacts have $kT=0.1$ eV, Fermi levels $\pm0.5$ eV and lead bands from $-3$ to $3$ eV. With the full self-energy the largest bond error, relative to the source current, is $5\times10^{-6}\,\%$, a numerical residue and not a property of the model. Without $\Lambda$ it is $3.3\,\%$, although the contact currents still agree. Comparing the contacts alone would miss this fault.

\section{How conservation fails, and when it misleads}

\subsection*{Stopping the iteration early}

Let iteration $k$ use ${\cal I}[n_{k-1}]$ and ${\cal O}[p_{k-1}]$ in both equations of (\ref{dk}), so that (\ref{match}) holds. Write $\delta n=n_k-n_{k-1}$ and $\delta p=p_k-p_{k-1}$. Subtracting (\ref{zero}) for the previous iterate leaves the net gain at a site,
\begin{equation}
\int dE\left({\cal I}[n_{k-1}]\,\delta p-{\cal O}[p_{k-1}]\,\delta n\right).
\label{oneshot}
\end{equation}
It vanishes at self-consistency. In a formal expansion in the coupling, away from band-edge singularities, $\delta n$ and $\delta p$ are of order $M^{2k}$, so the error is of order $M^{2k+2}$. One iteration corrects the current at order $M^2$ and violates conservation at order $M^4$.

\subsection*{Unequal damping}

Suppose propagation uses $(1+x)(S_{\rm in}+S_{\rm out})$ while occupation uses $S_{\rm in}$, with $p$ defined as $A-n$. Equation (\ref{Klocal}) then has an extra term $x(S_{\rm in}+S_{\rm out})n$, and
\begin{equation}
I_S-I_D=\frac{2e}{h}\int dE\sum_jx\,(S_{\rm in}+S_{\rm out})_jn_{jj}.
\label{excess}
\end{equation}
An imaginary energy $i\eta$ on the device sites adds $2\eta$ to the damping and nothing to the in-scattering. The loss is (\ref{excess}) with $x(S_{\rm in}+S_{\rm out})$ replaced by $2\eta$. It counts every electron in the device, including those that carry no net current.

\subsection*{A conserving scheme that is wrong}

For local scattering, condition (\ref{match}) and self-consistency are together sufficient, but not necessary. Replace $\Gamma$ by $\Gamma'={\cal O}[A]$, which omits the effect of occupied final states. The net gain becomes
\begin{equation}
\int dE\left(A\,{\cal I}[n]-n\,{\cal O}[A]\right)=0
\end{equation}
by (\ref{adj}), and the current is still uniform. What is lost is equilibrium. For a Fermi function $f$, the relations $f/(1-f)=e^{-(E-\mu)/kT}$ and $N/(N+1)=e^{-\hbar\omega/kT}$ give
\begin{equation}
(N+1)f(E+\hbar\omega)[1-f(E)]=Nf(E)[1-f(E+\hbar\omega)].
\label{db}
\end{equation}
With the full damping, (\ref{db}) makes $(1-f)S_{\rm in}=fS_{\rm out}$ term by term. Hence $S_{\rm in}=f\Gamma$ and $n=fA$. Without the factors $1-f$, balance between two levels would need $(N+1)f(E+\hbar\omega)=Nf(E)$, which is the Boltzmann ratio. The scheme is thus justified when $f\ll1$.

\section{A silicon-like nanowire}

Take one valley of a wire with a $3\times3$ nm$^2$ section and a length of 12 nm, at 300 K. The parameters are rough typical values: transport mass 0.19 electron masses, density 2330 kg/m$^3$, sound speed 9000 m/s, deformation potentials $\Xi=9$ eV (acoustic) and ${\cal D}=10^9$ eV/cm (optical), and $\hbar\omega=60$ meV, for which $N=0.109$. In silicon, symmetry forbids optical scattering within one valley at lowest order, where the coupling does not depend on the phonon wave vector. The optical coupling here stands for transfer between two equivalent, opposite valleys with equal occupation, so the equations of one valley suffice for that process. In a square wire with this transport mass a second pair of valleys has its lowest subband at the same energy; transfer to that pair is left out. The band edge is flat for 2 nm, falls linearly by 0.1 eV over 8 nm, and is flat again. The source Fermi level lies 30 meV above the source band edge.

With site spacing $a=0.5$ nm, $t=\hbar^2/2ma^2=0.802$ eV. In a harmonic vibration half of the mean energy is potential. With classical occupation for the acoustic modes, this gives local correlations of strength $\hbar/2\rho\omega$ per phonon weight for optical displacement and $kT/\rho v^2$ for acoustic strain. The lowest sine mode of a wire of width $W$ has $\int|\chi|^4=(3/2W)^2=9/4W^2$. Therefore
\begin{align}
M_o^2&=\frac{\hbar{\cal D}^2}{2\rho\omega}\,\frac{9}{4W^2a}=1.24\times10^{-3}\ {\rm eV}^2,\\
M_a^2&=\frac{\Xi^2kT}{\rho v^2}\,\frac{9}{4W^2a}=0.89\times10^{-3}\ {\rm eV}^2 .
\end{align}
The Hermitian part of the phonon self-energy is dropped, as local scattering permits.

Without phonons the current is 2.597 $\mu$A, and matching the wave functions across the same potential on the same lattice gives the same value. The first iteration gives 2.259 $\mu$A at the source and 2.163 $\mu$A at the drain, a mismatch of 4.25\,\% of the source current. After two, three and five iterations the mismatch is 1.09, 0.385 and 0.0355\,\%. The converged current is 2.268 $\mu$A at both contacts, with a largest relative variation along the wire of $5.5\times10^{-10}$. It lies above both first-iteration values, so averaging those would not repair them.

The energy current falls by 26.2 nW between the contacts, equal to the separately summed phonon emission in (\ref{heat}). Per electron this is $26.2\ {\rm nW}/2.268\ \mu{\rm A}$, or 11.6 meV. The total power is $IV=227$ nW, so about 12\,\% of it heats the wire. The rest is the net heat released in the contacts: the drain is heated by about 223 nW, while the source is cooled by about 22 nW because electrons leave it with a mean energy of about 40 meV, some 10 meV above its Fermi level.

With potential, contacts and couplings unchanged, a 10\,\% excess of damping loses 16\,\% of the source current, and $\eta=1$ meV loses 33\,\%. Both losses agree with (\ref{excess}) and its $\eta$ form. Omitting the exclusion terms changes the current by only 0.5\,\% and keeps it uniform to $3.5\times10^{-6}$. At zero bias, however, the worst error in $n$ at any site and energy is 1.7 times the largest value of $fA$. It occurs just below the band edge, where $n/A$ is about 2.5, more than the exclusion principle allows. The factor 1.7 depends on the grid and grows to 1.9 when the energy step is four times finer. With the full damping that error is at rounding level.

\subsection*{The real device}

Silicon transistors with gated channels a few nanometres thick are the nearest real case, but 2.27 $\mu$A is a model value for one valley, not a prediction. The fixed potential is a serious limitation. The largest departure of the density from its value at the source end, placed in a cylindrical gate capacitor with 1 nm of oxide, corresponds to 51 mV, half the applied bias. This counts one valley; four degenerate valleys in the same potential would give four times as much. The single subband also fails near the drain: for a transverse mass of 0.92 electron masses the next one lies 136 meV higher, and 38\,\% of the drain current flows above its minimum. For a phonon lifetime of roughly 3 ps, the phonons emitted from one valley alone would raise $N$ by about 1.3 if they stayed in one transverse pattern and evenly filled the wave numbers between $\pm2k$, where $k$ is that of an electron with 0.13 eV of kinetic energy. This estimate uses the emission rate at $N=0.109$ and overstates the rise, because absorption grows with $N$. At $N=0.5$ the net emission has fallen from 26 to 3 nW, and at $N=1.44$ the electrons absorb 46 nW, so under these assumptions $N$ stays below about 0.5. That is still several times the assumed value, so the phonon bath is doubtful here; at $N=0.5$ the current drops to 2.10 $\mu$A.

Other omissions vary in size. Restoring the local real part, apart from its occupation-dependent principal-value term, raises the current by 2.6\,\%; with that term included the rise is 2.1\,\%. Nonparabolicity is not negligible, because the energy of confinement counts as well as that of motion along the wire. For transverse masses of 0.19 and 0.92 electron masses the parabolic confinement energy is about 0.27 eV, and a nonparabolicity parameter of roughly 0.5 eV$^{-1}$ then raises the transport mass at the subband edge by about a quarter. Halving the 2.5 meV energy step lowers the current by 0.13\,\%, and a step four times finer gives 2.592 $\mu$A without phonons and 2.264 $\mu$A with them. Halving the site spacing gives 2.272 $\mu$A, a first-iteration mismatch of 4.19\,\% and 25.9 nW of heat. The last digit of the values quoted above therefore belongs to the grid. An acoustic phonon that travels along the wire and reverses an electron with 0.13 eV of kinetic energy carries 9.5 meV, which is below $kT$ but not negligible; phonons that also have a transverse wave number carry more. At 0.1 eV the golden-rule damping from optical emission and acoustic scattering is $7.7+3.2=10.9$ meV, or 0.18 of $\hbar\omega$. This is only a rough measure of the coupling at one energy; crossed-phonon diagrams were not evaluated. The bias energy is 0.09 of a gap of roughly 1.1 eV, too small to create electron-hole pairs or to open interband tunnelling from source to drain.

These limits affect the value of the current, not the proof. Any fixed real potential without undamped bound states is allowed, and a heated phonon population is covered as long as its correlator is steady and obeys (\ref{D}). The remaining values are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 300 K
transport mass: 0.19 electron masses
wire width: 3 nm
device length: 12 nm
site spacing: 0.5 nm
hopping t: 0.8021 eV
bias: 0.1 V
source Fermi level above band edge: 0.03 eV
optical phonon energy: 0.06 eV
phonon occupation N: 0.1089
acoustic deformation potential: 9 eV
optical deformation potential: 1e+09 eV/cm
mass density: 2330 kg/m3
sound speed: 9000 m/s
optical coupling M^2: 0.001241 eV^2
acoustic coupling M^2: 0.0008888 eV^2
energy step: 2.5 meV
ballistic current: 2.59741 uA
wave-matching current: 2.59741 uA
iteration 1: source 2.25913 uA, drain 2.16322 uA, mismatch 4.25 %
iteration 2: source 2.27243 uA, drain 2.24761 uA, mismatch 1.09 %
iteration 3: source 2.26821 uA, drain 2.25948 uA, mismatch 0.385 %
iteration 5: source 2.26800 uA, drain 2.26720 uA, mismatch 0.0355 %
iteration 10: source 2.26796 uA, drain 2.26796 uA, mismatch 0.000112 %
converged source current: 2.26796 uA
converged drain current: 2.26796 uA
largest relative current variation: 5.5e-10
iterations to convergence: 17
heat given to optical phonons: 26.2 nW
energy-current drop: 26.2 nW
energy lost per electron: 11.55 meV
loss with 10% excess damping: 16.02 %
loss with bare eta = 1 meV: 33.44 %
current without exclusion terms: 2.27943 uA
its relative variation: 3.5e-06
equilibrium error, full damping: 5.8e-16
equilibrium error, no exclusion terms: 1.734
nonlocal bond error, full self-energy: 5.007e-06 %
nonlocal bond error, Hermitian part cut: 3.321 %
nonlocal contact mismatch, part cut: 0.0e+00
current change from local real part: 2.556 %
current change on halved energy step: -0.1283 %
optical emission damping at 0.1 eV: 7.733 meV
acoustic damping at 0.1 eV: 3.188 meV
total damping / phonon energy: 0.182
electrostatic error, 1 nm oxide gate: 50.73 mV
next subband spacing: 136.2 meV
drain current above next subband: 38.33 %
nonparabolicity 0.5/eV times top energy: 6.5 %
largest acoustic phonon energy: 9.539 meV
phonon occupation rise, 3 ps lifetime: 1.329
bias energy / rough silicon gap: 0.09091
\end{verbatim}
